Energy derivatives in a moving basis: Hellmann-Feynman and Pulay parts, part 2

We want the derivative of an electron's energy E with respect to the position of a potential well when the basis functions χ_i move with the wells. Forces are minus the derivatives. The wave function is ψ = Σ_i c_i χ_i, and everything is real. With

H_ij = ⟨χ_i|Ĥ|χ_j⟩, S_ij = ⟨χ_i|χ_j⟩,

the coefficients c satisfy Hc = ESc with cᵀSc = 1. The residual (Ĥ − E)ψ is orthogonal to every basis function.

Write d for the first-order change when a parameter λ changes by dλ. For a simple eigenvalue and an operator Ĥ that does not depend on c,

dE = cᵀ(dH − E dS)c = ⟨ψ|dĤ|ψ⟩ + 2 Σ_i c_i ⟨dχ_i|(Ĥ − E)ψ⟩.

The first term on the far right is the Hellmann-Feynman part (HF in the tables), and the second is the Pulay part. The overlap term −E cᵀdS c is also the contribution of the changing coefficients to d(cᵀHc):

2cᵀH dc = 2E cᵀS dc = −E cᵀdS c.

Three sufficient conditions make the Pulay part vanish. The second is used below:

2. Every dχ_i lies in the span of the basis, so η_i = 0.

Here η_i is the part of dχ_i orthogonal to that span.

The example is one electron in one dimension, with kinetic operator −t d²/dx² and two Gaussian wells, A at 0 and B at R:

V(x) = −U_A exp(−x²/w²) − U_B exp(−(x − R)²/w²).

The model values are U_A = 3 aJ, U_B = 2 aJ, w = 0.10 nm and R = 0.20 nm, with t = ħ²/2m = 6.104 × 10⁻³ aJ nm². One aJ/nm is one nN. The basis has one normalized Gaussian on each well, with b = 0.08 nm:

χ_K = (πb²)^(−1/4) exp(−(x − X_K)²/2b²), X_A = 0, X_B = R.

The parameter λ is R. Well B moves and carries its Gaussian with it.

Q: Where do the matrix elements come from?

A: First the overlap. Since x² + (x − R)² = 2(x − R/2)² + R²/2, the product of the two functions is

χ_A χ_B = S_AB (πb²)^(−1/2) exp(−(x − R/2)²/b²), S_AB = exp(−R²/4b²).

It is S_AB times a normalized Gaussian density at the midpoint.

Next we need the average of exp(−(x − X)²/w²) over such a density centred at x₀. Put y = x − x₀, D = X − x₀ and s² = w² + b². Completing the square gives

y²/b² + (y − D)²/w² = (s²/b²w²)(y − Db²/s²)² + D²/s².

The Gaussian integral over y is √π bw/s. Division by √π b leaves the average

g exp(−(x₀ − X)²/s²), g = w/s.

For the kinetic energy, use χ_B″ = [(x − R)²/b⁴ − 1/b²]χ_B. The midpoint density has variance b²/2, so the average of (x − R)² is R²/4 + b²/2. Hence

T_AB = −tS_AB[(R²/4 + b²/2)/b⁴ − 1/b²] = tS_AB[1/2b² − R²/4b⁴].

Setting R = 0 in this expression gives the diagonal element t/2b². With q = exp(−R²/s²) and p = exp(−R²/4s²), the matrix elements are

H_AA = t/2b² − g(U_A + U_B q),
H_BB = t/2b² − g(U_B + U_A q),
H_AB = S_AB K, K = t(1/2b² − R²/4b⁴) − g(U_A + U_B)p.

The numbers are g = 0.7809, q = 0.0872, p = 0.5435 and S_AB = 0.2096. They give

H_AA = −2.0020 aJ, H_BB = −1.2892 aJ, H_AB = −0.6572 aJ.

Q: And the eigenvector?

A: The determinant condition is

(H_AA − E)(H_BB − E) − (H_AB − ES_AB)² = 0.

Collecting powers of E,

(1 − S_AB²)E² − (H_AA + H_BB − 2S_AB H_AB)E + H_AA H_BB − H_AB² = 0.

Numerically this is

0.9561E² + 3.0157E + 2.1491 = 0,

with E in aJ. The lower root is E = −2.0665 aJ, or −12.90 eV. The first row of the eigenproblem gives the ratio

c_B/c_A = −(H_AA − E)/(H_AB − ES_AB) = 0.0646/0.2240 = 0.288.

Normalization, c_A² + c_B² + 2c_A c_B S_AB = 1, then fixes c_A = 0.9114 and c_B = 0.2627. The electron sits mostly in the deeper well.

Q: Now differentiate, and keep the signs visible.

A: From the exponentials,

dS_AB/dR = −(R/2b²)S_AB = −3.275 nm⁻¹,
dq/dR = −(2R/s²)q, dp/dR = −(R/2s²)p.

The diagonal elements contain R through q:

dH_AA/dR = 2gU_B Rq/s² = 3.323 nN,
dH_BB/dR = 2gU_A Rq/s² = 4.985 nN.

For the off-diagonal element, the product rule gives

dH_AB/dR = K dS_AB/dR + S_AB[−tR/2b⁴ + g(U_A + U_B)pR/2s²] = 9.857 nN.

The weights are c_A² = 0.8306, c_B² = 0.0690 and 2c_A c_B = 0.4788. Therefore

cᵀ(dH/dR)c = 0.8306 × 3.323 + 0.0690 × 4.985 + 0.4788 × 9.857 = 7.824 nN.

The overlap term is

−E cᵀ(dS/dR)c = 2.0665 × 0.4788 × (−3.275) = −3.241 nN.

The sum is

dE/dR = 7.824 − 3.241 = 4.583 nN,

or 28.61 eV/nm. A finite difference of the eigenvalue gives the same value. Leaving out the overlap term would make the derivative 71 percent too large, relative to the correct derivative in this basis. The energy rises with R, so the force on B is −4.583 nN, directed towards A.

Q: How much of this is Hellmann-Feynman?

A: Now only the operator is differentiated, and R enters it through well B. Differentiate the average of a Gaussian well with respect to its position X:

d/dX[−U_B g exp(−(x₀ − X)²/s²)] = −U_B g [2(x₀ − X)/s²] exp(−(x₀ − X)²/s²).

Put X = R. The density of χ_A has x₀ = 0, the product χ_A χ_B has x₀ = R/2 and a factor S_AB, and the density of χ_B has x₀ = R. So

⟨χ_A|dV/dR|χ_A⟩ = 2gU_B Rq/s² = 3.323 nN,
⟨χ_A|dV/dR|χ_B⟩ = S_AB gU_B Rp/s² = 2.170 nN,
⟨χ_B|dV/dR|χ_B⟩ = 0.

The last one vanishes because χ_B is symmetric about the centre of its own well. The Hellmann-Feynman part is

0.8306 × 3.323 + 0.4788 × 2.170 = 3.799 nN.

The Pulay part follows from what remains in the matrices:

0.0690 × 4.985 + 0.4788 × (9.857 − 2.170) − 3.241 = 0.784 nN.

It is 17 percent of the derivative.

Q: You could have obtained 0.784 by subtraction and called it whatever you liked. What shows that it comes from the motion of the basis?

A: Two independent calculations do. The integral of the moving functions with the residual, evaluated by quadrature, gives the same value. And if well B is displaced while its Gaussian stays where it was, the finite-difference slope of the eigenvalue becomes 3.799 nN, which is the Hellmann-Feynman part alone.

The upper state shows that the share can be much larger. Its Hellmann-Feynman part is −1.275 nN and its Pulay part is 1.086 nN. They nearly cancel, and the derivative is −0.188 nN. The Hellmann-Feynman part alone is almost seven times as large as the derivative.

Q: Could I have noticed from the forces themselves that something was missing?

A: Here, yes, by adding the forces on the two wells. If both wells and both Gaussians are shifted together, the eigenvalue does not change. The total forces on A and B must therefore add to zero. In the ground state they are:

A: Hellmann-Feynman 1.902, Pulay 2.681, total 4.583 nN.
B: Hellmann-Feynman −3.799, Pulay −0.784, total −4.583 nN.

The Hellmann-Feynman forces alone add to −1.897 nN. They would push the pair along the axis with nothing outside to push it.

Q: Why does the Pulay part repair precisely that?

A: Under a common shift, V depends on x minus the shift, so its derivative with respect to the shift is −V′(x). The sum of the Hellmann-Feynman forces is minus the expectation value of that derivative, which is ⟨ψ|V′|ψ⟩. The basis functions change by −χ_i′ per unit shift, so the sum of the Pulay forces is

−2 Σ_i c_i ⟨−χ_i′|(Ĥ − E)ψ⟩ = 2∫ψ′(−tψ″ + Vψ − Eψ)dx.

In this integral, 2ψ′ψ″ = (ψ′²)′ and 2ψ′ψ = (ψ²)′. The kinetic term and the term with E are integrals of derivatives and vanish for a decaying ψ. One integration by parts in the potential term leaves

∫V(ψ²)′dx = −∫V′ψ²dx = −⟨ψ|V′|ψ⟩.

The two sums cancel. For an eigenfunction of Ĥ the residual is zero, so each sum vanishes separately. A non-zero sum of Hellmann-Feynman forces in an isolated system thus reveals an incomplete basis. A zero sum proves nothing: with two equal wells, mirror symmetry would make the two forces opposite even in a poor basis.

Q: Then I add the derivative of each Gaussian to the basis. Your second condition holds, and the Pulay part is gone.

A: The contribution of the original Gaussians is gone. But the added functions move too, and their derivatives bring in something new. Use the oscillator functions φ_n(ξ) with ξ = (x − X)/b, of which our Gaussian is n = 0. The ladder relations

(ξ + d/dξ)φ_n = √(2n) φ_(n−1),
(ξ − d/dξ)φ_n = √(2n + 2) φ_(n+1)

give, on subtraction and division by 2,

dφ_n/dξ = √(n/2) φ_(n−1) − √((n + 1)/2) φ_(n+1).

The centre enters through ξ, so ∂/∂X = −(1/b)d/dξ, and

∂φ_n/∂X = (1/b)[√((n + 1)/2) φ_(n+1) − √(n/2) φ_(n−1)].

Let the basis on each well contain the orders 0 to N. For n < N, both neighbours are in the basis, and the Pulay contribution is zero. For n = N, the function φ_(N+1) is missing. The Pulay contribution to the derivative from well B is therefore

2c_N (1/b)√((N + 1)/2) ⟨φ_(N+1)|(Ĥ − E)ψ⟩,

where c_N belongs to the highest function on B. The numerical check confirms, function by function, that the lower ones contribute nothing.

Q: Does this last contribution at least become small?

A: In this model it does, though not at every step. These are the forces on B in nN:

N = 0: Hellmann-Feynman −3.7993, Pulay −0.7841, total −4.5834
N = 1: Hellmann-Feynman −4.9106, Pulay −0.0400, total −4.9507
N = 2: Hellmann-Feynman −4.9578, Pulay 0.0084, total −4.9494
N = 3: Hellmann-Feynman −4.9211, Pulay −0.0059, total −4.9270
N = 4: Hellmann-Feynman −4.9136, Pulay 0.00025, total −4.9134
N = 5: Hellmann-Feynman −4.9132, Pulay −0.0009, total −4.9140

For comparison, a calculation on a fine grid that does not move with B gives −4.9119 nN, both from the Hellmann-Feynman expression and from a finite difference of its energy. The two agree because its basis is fixed. It is a numerical reference for this model; its own grid error was not measured separately.

Q: Look at N = 1. The Hellmann-Feynman force is −4.9106 and the reference is −4.9119. The total, −4.9507, is worse. You have spoiled a good force by correcting it.

A: The numbers are as you say, and the same happens at N = 3 and N = 5. At N = 0, 2 and 4 the total force is the closer one. The Pulay part is not an estimate of the distance to the complete-basis force. Its task is to make the force the derivative of the energy that this basis gives.

An argument by orders of the error does not contradict the table. Let ψ₀ and E₀ be the exact normalized eigenfunction and eigenvalue of Ĥ, and let ψ = ψ₀ + δ. Because (Ĥ − E₀)ψ₀ = 0,

E − E₀ = ⟨δ|(Ĥ − E₀)δ⟩,

which is of second order in δ. The error of the total derivative is the derivative of this expression. It is 2⟨dδ|(Ĥ − E₀)δ⟩ + ⟨δ|(dĤ − dE₀)δ⟩. This is also of second order provided that dδ/dλ is of the same order of smallness as δ. That is an additional assumption; smoothness in λ alone does not guarantee it. The error of the Hellmann-Feynman part is

2⟨ψ₀|dĤ|δ⟩ + ⟨δ|dĤ|δ⟩,

which in general starts at first order. But orders do not fix prefactors, and a first-order term can be small for a particular δ. The step from N = 1 to N = 2 is a warning: the Hellmann-Feynman force moves away from the reference, from an error of 0.001 nN to one of 0.046 nN. I have no derived explanation for the alternation between N = 0 and N = 5, and it does not continue: at N = 6, 7 and 8 the Hellmann-Feynman force is slightly the closer one each time.

Q: So if the Hellmann-Feynman force happens to be closer, why not use it?

A: Because a structure optimization compares forces with energies. Suppose you stop where the Hellmann-Feynman force is zero. The slope of the calculated energy there equals the Pulay part. If that is not zero, you are not at a minimum of the calculated energy, and a line search that uses both quantities receives contradictory information. In molecular dynamics, the kinetic energy gained from such forces does not balance the calculated potential energy.

Nor is a small Pulay part a certificate of accuracy. At N = 4 it is 0.00025 nN, while the total force still differs from the reference by 0.0015 nN. To judge the basis error, one enlarges the basis several times and watches the total force. One step is not enough: from N = 1 to N = 2 the total changes by only 0.0013 nN while it is still about 0.04 nN from the reference, and from N = 4 to N = 5 it moves slightly away from the reference. To judge whether the derivative has been coded correctly, one compares it with a finite difference of the energy in the same moving basis.

Numbers as computed

```
t = hbar^2/2m = 6.104264e-03 aJ nm^2
U_A = 3.0 aJ, U_B = 2.0 aJ
w = 0.10 nm, b = 0.08 nm, R = 0.20 nm
s^2 = 0.0164 nm^2, g = 0.78087, q = 0.08725, p = 0.54348
S_AB = 0.20961
H_AA, H_BB, H_AB = -2.00197, -1.28922, -0.65720 aJ
dS_AB/dR = -3.27518 1/nm
dH_AA, dH_BB, dH_AB /dR = 3.32330, 4.98495, 9.85709 nN
<A|dV/dR|A>, <A|dV/dR|B> = 3.32330, 2.16968 nN
<B|dV/dR|B> = 0.00000 nN
ground state E = -2.06654 aJ = -12.8983 eV
c_A = 0.91139, c_B = 0.26268
c^T dH c = 7.82407 nN (overlap term omitted)
-E c^T dS c = -3.24071 nN
2 c^T H dc from differentiated c = -3.24071 nN
dE/dR formula = 4.58336 nN = 28.6071 eV/nm
dE/dR finite difference = 4.58336 nN
Hellmann-Feynman part of dE/dR = 3.79931 nN
Pulay part of dE/dR = 0.78405 nN
Pulay share of dE/dR = 17.11 percent
dE/dR with frozen basis = 3.79931 nN
upper state E = -1.08773 aJ
upper state dE/dR formula = -0.18836 nN
upper state dE/dR finite difference = -0.18836 nN
upper state HF, Pulay parts = -1.27467, 1.08631 nN
Forces (minus the derivatives), ground state, one Gaussian per well:
well A: HF 1.90225, Pulay 2.68111, total 4.58336 nN
well B: HF -3.79931, Pulay -0.78405, total -4.58336 nN
sum of HF forces on A and B = -1.89706 nN
sum of Pulay forces on A and B = 1.89706 nN
sum of total forces below 1e-5 nN: True
Force on B against highest order n on each well:
n   E (aJ)     HF (nN)    Pulay (nN)  total (nN)
0  -2.066537  -3.79931  -0.78405  -4.58336
1  -2.087834  -4.91063  -0.04004  -4.95068
2  -2.088383  -4.95780  0.00842  -4.94938
3  -2.091815  -4.92110  -0.00589  -4.92699
4  -2.092039  -4.91362  0.00025  -4.91337
5  -2.092076  -4.91316  -0.00086  -4.91402
fixed-grid reference E = -2.092145 aJ
fixed-grid force on B, finite difference = -4.91186 nN
fixed-grid force on B, HF = -4.91186 nN
```
